# Avalanche Gain and Breakdown for Electron Injection at Constant Ionisation Coefficients: test program

```python
# Result under test: mean avalanche gain for pure electron injection,
#   M_n = (a-b) exp((a-b)W) / (a - b exp((a-b)W)),  valid for W < W_B,
#   W_B = ln(a/b)/(a-b)   (W_B = 1/a when a = b; none when b = 0).
# a, b : ionisation coefficients of electrons and holes (1/um), constant
# W    : width of the multiplication region (um)
# Electrons enter at x = 0 and drift to x = W; holes drift to x = 0.
# Jn, Jp : magnitudes of the electron and hole currents.
import numpy as np
from scipy.integrate import solve_ivp


def gain_formula(a, b, W):
    if abs(a - b) < 1e-12:
        return 1 / (1 - a * W)
    growth = np.exp((a - b) * W)
    return (a - b) * growth / (a - b * growth)


def breakdown_formula(a, b):
    if abs(a - b) < 1e-12:
        return 1 / a
    return np.log(a / b) / (a - b)


def current_formula(a, b, W, x):
    """Electron current at x per unit injected current (a != b)."""
    total = gain_formula(a, b, W)
    growth = np.exp((a - b) * x)
    return growth + b * total * (growth - 1) / (a - b)


def integrate(a, b, length, start, events=None):
    def slope(x, J):
        pairs = a * J[0] + b * J[1]
        return [pairs, -pairs]
    return solve_ivp(slope, (0, length), start, method="DOP853",
                     rtol=1e-11, atol=1e-13, events=events)


def solve_boundary_problem(a, b, W, x):
    """Integrate both equations; impose Jn(0)=1 and Jp(W)=0."""
    from_n = integrate(a, b, W, [1.0, 0.0]).y[:, -1]
    from_p = integrate(a, b, W, [0.0, 1.0]).y[:, -1]
    hole_at_0 = -from_n[1] / from_p[1]
    gain_n = 1 + hole_at_0
    gain_p = 1 / from_p[1]      # hole injection: Jn(0)=0, J/Jp(W)
    Jn_x, Jp_x = integrate(a, b, x, [1.0, hole_at_0]).y[:, -1]
    return gain_n, gain_p, Jn_x, Jp_x


def self_sustained_width(a, b):
    """Width at which Jn(0)=0 and Jp(W)=0 allow a nonzero current."""
    def hole_current_zero(x, J):
        return J[1]
    hole_current_zero.terminal = True
    found = integrate(a, b, 50.0, [0.0, 1.0], hole_current_zero)
    return found.t_events[0]


def monte_carlo_gain(a, b, W, primaries, rng):
    """Follow every carrier; count all electrons per injected electron."""
    owner = np.arange(primaries)
    birth = np.zeros(primaries)
    count = np.ones(primaries)
    while birth.size:
        by_electron = rng.poisson(a * (W - birth))
        by_hole = rng.poisson(b * birth)
        xe = np.repeat(birth, by_electron)
        xh = np.repeat(birth, by_hole)
        xe = xe + (W - xe) * rng.random(xe.size)
        xh = xh * rng.random(xh.size)
        owner = np.concatenate([np.repeat(owner, by_electron),
                                np.repeat(owner, by_hole)])
        birth = np.concatenate([xe, xh])
        count += np.bincount(owner, minlength=primaries)
    return count.mean(), count.std(ddof=1) / np.sqrt(primaries)


def offspring_operator(a, b, W, cells=400):
    """Mean number of direct offspring in cell j of a pair born in cell i."""
    h = W / cells
    ones = np.ones((cells, cells))
    K = h * (a * np.triu(ones, 1) + b * np.tril(ones, -1)
             + 0.5 * (a + b) * np.eye(cells))
    return K, h


def generation_sizes(a, b, W, generations):
    """Mean sizes of successive generations from one electron at x = 0."""
    K, h = offspring_operator(a, b, W)
    descendants = np.ones(K.shape[0])
    sizes = [1.0]
    for _ in range(generations):
        sizes.append(a * h * descendants.sum())
        descendants = K @ descendants
    return np.array(sizes)


# Gain and current profile against the integrated boundary problem
for a, b, W in [(2.0, 0.2, 1.0), (0.3, 1.2, 1.0), (0.8, 0.8, 1.0),
                (2.0, 0.0, 1.0), (1.0, 0.5, 1.2)]:
    gain_n, gain_p, Jn_x, Jp_x = solve_boundary_problem(a, b, W, 0.4 * W)
    assert abs(gain_n / gain_formula(a, b, W) - 1) < 1e-7
    hole_gain = gain_formula(a, b, W) * np.exp(-(a - b) * W)
    assert abs(gain_p / hole_gain - 1) < 1e-7
    assert abs((Jn_x + Jp_x) / gain_n - 1) < 1e-7
    if a != b:
        assert abs(Jn_x / current_formula(a, b, W, 0.4 * W) - 1) < 1e-7

# Limit b -> a of the general expression, integrated with a nearly equal b
near_equal = solve_boundary_problem(0.8, 0.8 - 1e-6, 1.0, 0.5)[0]
assert abs(near_equal * (1 - 0.8) - 1) < 1e-4

# Breakdown width against the existence of a self-sustained current
for a, b in [(2.0, 0.2), (0.3, 1.2), (1.5, 1.5)]:
    widths = self_sustained_width(a, b)
    assert len(widths) == 1
    assert abs(widths[0] / breakdown_formula(a, b) - 1) < 1e-6
assert len(self_sustained_width(2.0, 0.0)) == 0

# Worked example
alpha, beta, width, injected = 2.0, 0.2, 1.0, 1.0
k = beta / alpha
gain = gain_formula(alpha, beta, width)
W_B = breakdown_formula(alpha, beta)

# Divergence law close to breakdown, and the sign beyond it
close = 0.999 * W_B
gain_close = solve_boundary_problem(alpha, beta, close, 0.5)[0]
law_close = 1 / (beta * (W_B - close))
assert abs(gain_close / law_close - 1) < 2e-3   # next order is 1.2e-3
gain_beyond = solve_boundary_problem(alpha, beta, 1.5, 0.5)[0]
assert gain_beyond < 0

# Individual carriers: mean gain within 4.5 standard errors
rng = np.random.default_rng(12345)
mc_gain, mc_error = monte_carlo_gain(alpha, beta, width, 200000, rng)
assert abs(mc_gain - gain) < 4.5 * mc_error
assert mc_error < 0.01 * gain

# Growth factor per generation, below and above breakdown
factors = {}
for W in (width, 1.5):
    K, h = offspring_operator(alpha, beta, W)
    factors[W] = np.abs(np.linalg.eigvals(K)).max()
    assert abs(factors[W] / (W / W_B) - 1) < 1e-4
sizes = generation_sizes(alpha, beta, width, 200)
sizes_beyond = generation_sizes(alpha, beta, 1.5, 40)
assert abs(sizes.sum() / gain - 1) < 1e-3
assert abs(sizes[20] / sizes[19] - width / W_B) < 1e-4
assert sizes_beyond[40] > sizes_beyond[39] > sizes_beyond[20]

print(f"alpha = {alpha:.1f} per um")
print(f"beta = {beta:.1f} per um")
print(f"k = beta/alpha = {k:.2f}")
print(f"W = {width:.1f} um")
print(f"injected electron current = {injected:.1f} nA")
print(f"(alpha-beta)W = {(alpha - beta) * width:.3f}")
print(f"exp((alpha-beta)W) = {np.exp((alpha - beta) * width):.4f}")
print(f"denominator alpha-beta*exp = "
      f"{alpha - beta * np.exp((alpha - beta) * width):.4f} per um")
print(f"electron-injection gain, formula = {gain:.3f}")
ode_gain, ode_hole_gain, _, _ = solve_boundary_problem(
    alpha, beta, width, 0.5)
print(f"electron-injection gain, integrated = {ode_gain:.3f}")
print(f"gain, Monte Carlo = {mc_gain:.2f} +- {mc_error:.2f} (1 s.e.)")
print(f"hole-injection gain, integrated = {ode_hole_gain:.3f}")
print(f"gain with beta = 0: {gain_formula(alpha, 0.0, width):.3f}")
for x in (0.0, 0.5, 1.0):
    Jn = injected * current_formula(alpha, beta, width, x)
    Jp = injected * gain - Jn
    print(f"x = {x:.1f} um: Jn = {Jn:.3f} nA, Jp = {abs(Jp):.3f} nA")
print(f"breakdown width, formula = {W_B:.4f} um")
print(f"breakdown width, integrated = "
      f"{self_sustained_width(alpha, beta)[0]:.4f} um")
print(f"alpha at breakdown for W = 1.0 um, k = 0.10: "
      f"{alpha * W_B / width:.4f} per um")
print(f"growth factor per generation, W = 1.0 um: {factors[width]:.4f}")
print(f"growth factor per generation, W = 1.5 um: {factors[1.5]:.4f}")
for g in range(6):
    print(f"mean size of generation {g}, W = 1.0 um: {sizes[g]:.3f}")
print(f"sum of generations 0 to 200 = {sizes.sum():.3f}")
for W in (0.5, 1.1, 1.2, 1.25):
    print(f"gain at W = {W:.2f} um: {gain_formula(alpha, beta, W):.3f}")
print(f"gain at 0.999 W_B, integrated = {gain_close:.1f}")
print(f"gain at 0.999 W_B, 1/(beta(W_B-W)) = {law_close:.1f}")
print(f"algebraic value at W = 1.5 um (no steady state): "
      f"{gain_beyond:.3f}")
for ratio in (0.01, 0.1, 0.5, 1.0):
    print(f"alpha*W_B at k = {ratio:.2f}: "
          f"{breakdown_formula(1.0, ratio):.4f}")
print("success")
```

Output:

```
alpha = 2.0 per um
beta = 0.2 per um
k = beta/alpha = 0.10
W = 1.0 um
injected electron current = 1.0 nA
(alpha-beta)W = 1.800
exp((alpha-beta)W) = 6.0496
denominator alpha-beta*exp = 0.7901 per um
electron-injection gain, formula = 13.783
electron-injection gain, integrated = 13.783
gain, Monte Carlo = 13.77 +- 0.05 (1 s.e.)
hole-injection gain, integrated = 2.278
gain with beta = 0: 7.389
x = 0.0 um: Jn = 1.000 nA, Jp = 12.783 nA
x = 0.5 um: Jn = 4.695 nA, Jp = 9.088 nA
x = 1.0 um: Jn = 13.783 nA, Jp = 0.000 nA
breakdown width, formula = 1.2792 um
breakdown width, integrated = 1.2792 um
alpha at breakdown for W = 1.0 um, k = 0.10: 2.5584 per um
growth factor per generation, W = 1.0 um: 0.7817
growth factor per generation, W = 1.5 um: 1.1726
mean size of generation 0, W = 1.0 um: 1.000
mean size of generation 1, W = 1.0 um: 2.000
mean size of generation 2, W = 1.0 um: 2.200
mean size of generation 3, W = 1.0 um: 1.880
mean size of generation 4, W = 1.0 um: 1.474
mean size of generation 5, W = 1.0 um: 1.143
sum of generations 0 to 200 = 13.783
gain at W = 0.50 um: 2.936
gain at W = 1.10 um: 23.641
gain at W = 1.20 um: 58.727
gain at W = 1.25 um: 166.691
gain at 0.999 W_B, integrated = 3904.2
gain at 0.999 W_B, 1/(beta(W_B-W)) = 3908.7
algebraic value at W = 1.5 um (no steady state): -27.444
alpha*W_B at k = 0.01: 4.6517
alpha*W_B at k = 0.10: 2.5584
alpha*W_B at k = 0.50: 1.3863
alpha*W_B at k = 1.00: 1.0000
success
```
